# One phase inversion in the four-electron ring of sigma-bond metathesis, part 2

The exchange \(\mathrm{M{-}R}+\mathrm{H{-}R'}\longrightarrow \mathrm{M{-}R'}+\mathrm{H{-}R}\) passes through a ring M–R–H–R' with four electrons and one real orbital per centre, \(\chi_M,\chi_R,\chi_H,\chi_{R'}\). We ask how the ring's phase affects the barrier.

In the Hückel model used here, the orbitals are orthonormal, share the site energy \(\alpha\), and are coupled only to ring neighbours. Levels are \(e=\varepsilon-\alpha\); total energies \(E\) are relative to four electrons on uncoupled sites. A bonding coupling is \(\beta<0\). Old bonds have coupling magnitude \(a\), new ones \(b\).

The sign of the product of the four ring couplings is \(s\): \(+1\) in the plain ring, \(-1\) in the inverted ring. With M at the origin, H on the \(x\) axis, and R and R' at \(\pm\phi\) in the \(xy\) plane, a metal orbital odd under reflection in the M···H line gives \(s=-1\), an even one \(s=+1\). Examples are \(d_{xy}\) (overlap proportional to \(\sin2\phi\), quoted relative to \(45^\circ\)) and \(d_{x^2-y^2}\) (\(\cos2\phi\), relative to on-axis).

The matrix \(B\) has rows M, H and columns R, R'; the eigenvalues of \(BB^T\) are \(e^2\), and levels come in pairs \(\pm e\). With \(\chi_\pm=(\chi_R\pm\chi_{R'})/\sqrt2\), the symmetric inverted ring couples M only to \(\chi_-\) and H only to \(\chi_+\); in the plain ring both use \(\chi_+\).

The ring energies and the gaps between the second and third levels are

\[
E_{\rm plain}=-4\max(a,b),\qquad E_{\rm inv}=-4\sqrt{a^2+b^2},
\]
\[
\Delta_{\rm plain}=2|a-b|,\qquad \Delta_{\rm inv}=2\sqrt{a^2+b^2}.
\]

At \(a=b=|\beta|\) the inverted ring is lower by \(4(\sqrt2-1)|\beta|\approx1.657|\beta|\).

Reactant bonds have coupling \(\beta_0\), and the symmetric ring retains a fraction \(x\) of it, \(|\beta|=x|\beta_0|\); here \(x\) is not a coordinate. Relative to the reactants,

\[
\begin{aligned}
\Delta E_{\rm plain}&=-4x|\beta_0|+4|\beta_0|=4|\beta_0|(1-x),\\
\Delta E_{\rm inv}&=-4\sqrt2\,x|\beta_0|+4|\beta_0|=4|\beta_0|(1-\sqrt2\,x).
\end{aligned}
\]

The inverted ring lies above the reactants when \(x<1/\sqrt2\approx0.707\). The open question is whether the symmetric ring is really the highest point of the path.

**A:** That depends on how the couplings change along the path. Let \(\lambda\) run from 0 to 1 and take

\[
a=|\beta_0|(1-\lambda)^q,\qquad b=|\beta_0|\lambda^q,\qquad
q=\frac{\ln x}{\ln(1/2)} .
\]

This joins separate reactants to separate products and gives \(a=b=x|\beta_0|\) at \(\lambda=\tfrac12\). For the plain ring, \(\max(a,b)\) is smallest at the midpoint for any \(q>0\), so the energy is highest there. For the inverted ring we need the minimum of

\[
F(\lambda)=(1-\lambda)^{2q}+\lambda^{2q}.
\]

Its first derivative vanishes at \(\lambda=\tfrac12\) by symmetry. Its second derivative is

\[
F''=2q(2q-1)\left[(1-\lambda)^{2q-2}+\lambda^{2q-2}\right],
\]

which is positive between the ends if \(2q>1\). The midpoint is then the minimum of \(F\) and the maximum of the energy. The condition \(2q>1\) means \(x<1/\sqrt2\), the same condition as for a positive barrier. A scan of 201 points with \(x=0.65\) places the maximum at the midpoint for both rings. This path is a convenient assumption, not a computed reaction path.

**Q:** Give me numbers, and say where they come from.

**A:** I take \(|\beta_0|=2.0\) eV, which makes each two-electron bond \(2|\beta_0|=4.0\) eV strong, and \(x=0.65\). The first is a round value in the rough range of the bonds exchanged between a scandium alkyl precursor and methane. The second is simply assumed. Neither is fitted to a molecule. The ring coupling is

\[
|\beta|=0.65\times2.0\ \mathrm{eV}=1.30\ \mathrm{eV}.
\]

The energies relative to uncoupled sites are

\[
\begin{aligned}
E_{\rm reactants}&=-4\times2.0=-8.00\ \mathrm{eV},\\
E_{\rm plain}&=-4\times1.30=-5.20\ \mathrm{eV},\\
E_{\rm inv}&=-5.657\times1.30=-7.35\ \mathrm{eV}.
\end{aligned}
\]

The barriers are 2.80 eV (270 kJ/mol) for the plain ring and 0.65 eV (62 kJ/mol) for the inverted one. At the midpoint the plain ring has no gap, while the inverted ring has one of 3.68 eV.

The smaller barrier is a difference of two large energies and is sensitive to \(x\). From the formula, \(d\Delta E_{\rm inv}/dx=-4\sqrt2|\beta_0|\approx-11.3\) eV. A change of 0.01 in \(x\) therefore moves the barrier by 0.11 eV. The value 0.65 eV illustrates the mechanism and does not predict a rate.

**Q:** A scandium–carbon bond and a carbon–hydrogen bond are not equally strong. Does the factor \(\sqrt2\) survive?

**A:** In the inverted ring it does, in a modified form. Let M be coupled to both ligands with magnitude \(g_M\), and H with magnitude \(g_H\). Then

\[
B=\begin{pmatrix}g_M&sg_M\\g_H&g_H\end{pmatrix},\qquad
BB^T=\begin{pmatrix}2g_M^2&g_Mg_H(1+s)\\g_Mg_H(1+s)&2g_H^2\end{pmatrix}.
\]

For \(s=-1\) this matrix is diagonal. The occupied levels are \(-\sqrt2g_M\) and \(-\sqrt2g_H\), so

\[
E_{\rm inv}=-2\sqrt2(g_M+g_H).
\]

This depends only on the sum of the couplings. For \(s=+1\) the determinant is \(4g_M^2g_H^2-4g_M^2g_H^2=0\). One eigenvalue is zero and the other equals the trace, which gives

\[
E_{\rm plain}=-2\sqrt2\sqrt{g_M^2+g_H^2}.
\]

With reactant couplings of 1.6 eV for the metal bond and 2.4 eV for the hydrogen bond, both scaled by 0.65 in the ring, the sum is as before. The inverted barrier stays at 0.65 eV, and the plain barrier becomes 2.70 eV.

**Q:** The metal and the hydrogen come close together in such a ring. You have left out their direct coupling.

**A:** For the odd metal orbital in the symmetric geometry it is zero, because \(\chi_H\) is even under the reflection. For an even metal orbital it is allowed, and with equal site energies it helps the plain ring. Let its bonding magnitude be \(m\), and let all ring couplings have magnitude \(b\). The combination \((\chi_M+\chi_H)/\sqrt2\) has energy \(-m\) and is coupled to \(\chi_+\) by \(-2b\). Their levels obey

\[
e(e+m)-4b^2=0,\qquad
e=\frac{-m\pm\sqrt{m^2+16b^2}}2 .
\]

The remaining levels are \(0\), from \(\chi_-\), and \(+m\), from \((\chi_M-\chi_H)/\sqrt2\). The two lowest levels are the lower root and zero, so

\[
E_{\rm plain}=-\left(m+\sqrt{m^2+16b^2}\right).
\]

It equals the inverted energy when \(\sqrt{m^2+16b^2}=4\sqrt2b-m\). Squaring gives

\[
m^2+16b^2=32b^2-8\sqrt2\,bm+m^2
\quad\Longrightarrow\quad m=\sqrt2\,b .
\]

At this \(m\) the right-hand side before squaring is \(3\sqrt2b>0\), so the root is genuine. The plain energy falls steadily as \(m\) grows. The inverted ring is therefore lower for \(m<\sqrt2b\), and the plain ring is lower beyond it. In the example the reversal is at 1.84 eV. With \(m=0.65\) eV the plain barrier drops from 2.80 to 2.11 eV, still well above the inverted one.

**Q:** And a direct coupling between the two carbon centres?

**A:** Let its bonding magnitude be \(r\). It puts \(\chi_+\) at \(-r\) and \(\chi_-\) at \(+r\). In the inverted ring H pairs with the first and M with the second, each through a coupling of magnitude \(\sqrt2b\). The lower levels are

\[
e_H=\frac{-r-\sqrt{r^2+8b^2}}2,\qquad
e_M=\frac{r-\sqrt{r^2+8b^2}}2 .
\]

In the sum the terms linear in \(r\) cancel:

\[
E_{\rm inv}=2(e_H+e_M)=-2\sqrt{r^2+8b^2}=-4\sqrt{2b^2+\frac{r^2}4}.
\]

The change starts at second order in \(r\). With \(r=0.30\) eV the inverted barrier is 0.62 eV and the plain one 2.49 eV. Both diagonal-coupling formulas were tested by diagonalization at \(b=1.30\) eV, with \(m\) between 0.2 and 2.2 eV and \(r\) between 0.1 and 1.0 eV; they hold, and the order of the two rings changes between the tested values \(m=1.5\) and \(2.2\) eV, on either side of \(\sqrt2b=1.84\) eV.

**Q:** An electropositive metal does not have the same site energy as carbon, and real orbitals overlap.

**A:** Both points matter. Raise the metal site by \(\delta=2.0\) eV in reactant and ring alike. A site at \(\delta\) coupled with magnitude \(t\) to a site at zero has its lower level at \(\delta/2-\sqrt{\delta^2/4+t^2}\). The metal bond has \(t=|\beta_0|\) in the reactant and \(t=\sqrt2|\beta|\) in the inverted ring. The levels are \(-1.236\) and \(-1.093\) eV, while the hydrogen bond keeps its levels of \(-2.000\) and \(-1.838\) eV. With two electrons in each level,

\[
\Delta E_{\rm inv}=2(1.236-1.093+2.000-1.838)\ \mathrm{eV}\approx0.61\ \mathrm{eV}.
\]

The plain barrier becomes 1.92 eV. The raised metal site also opens a gap of 0.87 eV in the plain ring at the midpoint, so the level crossing is now avoided.

For overlap, let each neighbour overlap be proportional to its coupling, with magnitude \(w_0=0.30\) in a reactant bond and \(w=0.195\) in the ring. Measure energies from \(\alpha\), and let \(\beta\) mean the coupling after \(\alpha\) times the overlap has been subtracted. An orbital that had \(e=-k|\beta|\) without overlap now has

\[
e=-\frac{k|\beta|}{1+kw},
\]

because the coupling and overlap matrices share their eigenvectors. With \(k=1\) in the reactants and \(k=\sqrt2\) in the inverted ring,

\[
\Delta E_{\rm inv}=\frac{8.00}{1.30}-\frac{7.354}{1+1.414\times0.195}
\approx0.39\ \mathrm{eV}.
\]

The plain barrier is 2.41 eV. Overlap penalizes the strong reactant bonds more than the inverted ring, and so lowers this barrier.

**Q:** Your electrons still ignore one another. The plain ring has two electrons in degenerate levels, which is where I trust such a model least.

**A:** You are right to single it out. I added a repulsion of \(U=4.0\) eV for two electrons on the same site and diagonalized the full four-electron problem in this orbital basis. The inverted barrier rises from 0.65 to 0.77 eV, and the plain barrier falls from 2.80 to 1.83 eV. The difference between the rings shrinks from 2.15 to 1.06 eV, about half. These numbers keep \(|\beta_0|\) at 2.0 eV, where the repulsion weakens each reactant bond from 4.0 to 2.47 eV. If \(|\beta_0|\) is raised to 2.83 eV to restore the bond strength, the barriers are 1.02 eV for the inverted ring and 2.94 eV for the plain one, and the difference is 1.92 eV. The order survives in both cases, but the energy difference \(1.657|\beta|\) is a result for independent electrons and should not be carried over to correlated ones.

**Q:** A metal has more than one empty orbital. Does a second one not spoil the argument?

**A:** It spoils the idea of a single ring sign. An even orbital forms a second ring with the same R, H and R', and that ring has \(s=+1\). I placed such an orbital 4.0 eV above the other sites. It couples to R in the reactant with 2.0 eV, and in the ring to R and R' with 1.30 eV and to H with 0.65 eV. The barrier falls from 0.65 to 0.32 eV. The fall comes from the direct coupling of the even orbital to H, not from its ring couplings: with that 0.65 eV coupling removed, the second orbital stabilizes the reactant more than the ring, and the barrier rises to 0.73 eV. The shift changes sign at a coupling of about 0.15 eV. With two metal orbitals the barrier is thus the joint work of both and cannot be credited to the inversion alone.

**Q:** How does all this stand beside a real precursor?

**A:** Exchange of this kind is known for alkyls of early transition metals without d electrons, scandium among them. The bond strength of 4 eV is a rough average: metal–carbon bonds are weaker and carbon–hydrogen bonds stronger. The value of \(x\) is not known for a given complex, and it controls the barrier. Real complexes break the assumption of one metal orbital, which moved the model barrier by 0.32 eV for the assumed M–H coupling of the second orbital (the size and sign of this shift depend on that coupling), and that of independent electrons, which moved it by 0.12 eV. Overlap moved it by 0.26 eV. These shifts were found one at a time, with \(|\beta_0|\) fixed rather than the bond strengths, and need not add. Bulky ligands, which can keep the four centres apart, are not in the model at all.

**Q:** Suppose I run the reaction at 500 K in 1 Torr of methane. Is 0.65 eV the number that sets the rate?

**A:** No, because it is an electronic energy and not a free energy. A gas molecule gives up its free translation when it is bound into the ring. For an ideal gas of number density \(n\) and thermal wavelength \(\Lambda\), this costs

\[
\Delta G_{\rm tr}=-k_BT\ln(n\Lambda^3),\qquad
\Lambda=\frac{h}{\sqrt{2\pi m_gk_BT}},
\]

where \(h\) is Planck's constant and \(m_g\) the mass of the molecule. I assume that the metal complex is heavy enough for its own translation to change little. For a mass of 16 u at 500 K and 1 Torr the cost is 0.98 eV, more than the electronic barrier itself. Rotations and the new soft vibrations of the ring also change the free energy, and they are not included.

Two further effects, electronic excitation and tunnelling, can be estimated and are small here. The thermal energy \(k_BT\) is 0.043 eV, far below the gap of 3.68 eV, so thermal excitation of electrons is negligible in the inverted ring. For hydrogen tunnelling I assume an imaginary wavenumber \(\tilde\nu=1200\ \mathrm{cm^{-1}}\) at the top of the barrier. The Wigner factor is

\[
\kappa=1+\frac1{24}\left(\frac{hc\tilde\nu}{k_BT}\right)^2\approx1.50 ,
\]

which acts like a barrier lower by \(k_BT\ln\kappa=0.017\) eV. The ratio in brackets is about 3.5, which is not small, so this leading correction gives only the size of the effect. The numerical output lists the main inputs and the barriers found with each effect added separately.

**Q:** Then what may I conclude when I compare two precursors?

**A:** A conditional statement. Suppose both pass through a symmetric four-centre ring with four electrons, the same reactant bonds and the same retained coupling, and suppose that a single metal orbital dominates in each. Within the Hückel model, the one whose orbital is odd under reflection in the M···H line has the lower electronic barrier, as long as the direct M–H coupling available to its even rival stays below \(\sqrt2|\beta|\). That limit assumes equal site energies and equal ring couplings, without overlap or repulsion. It is not universal: raising the metal site by 2.0 eV, as above, lowers it from 1.84 to 1.44 eV in the example. The same retained coupling is a real restriction too: at \(\phi=40^\circ\) a \(d_{x^2-y^2}\) orbital overlaps R much less than \(d_{xy}\) does, so these two must be compared with their own couplings. If the retained coupling differs between the two, that difference has to be computed first: at \(|\beta_0|=2.0\) eV, a change of 0.1 in \(x\) moves the inverted barrier by 1.1 eV.

## Values computed for the example and the checks

```
d_xy relative overlap at +40 deg: 0.9848
d_xy relative overlap at -40 deg: -0.9848
d_xy relative overlap at H: 0.0000
d_x2-y2 relative overlap at +40 deg: 0.1736
d_x2-y2 relative overlap at -40 deg: 0.1736
plain levels (units of beta): 2.0000 0.0000 0.0000 -2.0000
inverted levels (units of beta): 1.4142 1.4142 -1.4142 -1.4142
plain bonding energy: 4.0000 beta
inverted bonding energy: 5.6569 beta
extra stabilization: 1.6569 |beta|
reactant |beta0|: 2.00 eV
retained fraction x: 0.65
break-even fraction: 0.7071
ring |beta|: 1.30 eV
reactant bonding energy: -8.000 eV
plain ring bonding energy: -5.200 eV
inverted ring bonding energy: -7.354 eV
plain frontier gap: 0.000 eV
inverted frontier gap: 3.677 eV
plain barrier: 2.800 eV = 270.2 kJ/mol
inverted barrier: 0.646 eV = 62.3 kJ/mol
M-H coupling where order reverses: 1.838 eV
unequal reactant couplings, M and H: 1.60, 2.40 eV
metal site shift: 2.00 eV
reactant and ring overlaps: 0.300, 0.195
M-H and R-R' test couplings: 0.65, 0.30 eV
on-site repulsion: 4.00 eV
Barriers with one effect added: inverted, plain (eV)
  unequal bonds: 0.646, 2.697
  metal site shift: 0.609, 1.921
  orbital overlap: 0.390, 2.413
  M-H coupling: 0.646, 2.110
  R-R' coupling: 0.622, 2.491
  electron repulsion: 0.768, 1.828
second metal orbital energy: 4.00 eV
inverted barrier with second metal orbital: 0.323 eV
temperature: 500 K
thermal energy kT: 0.0431 eV
assumed imaginary wavenumber: 1200 cm^-1
Wigner tunnelling factor: 1.50
equivalent barrier reduction: 0.017 eV
methane pressure: 1.0 Torr
methane mass used: 16.0 u
translational free-energy cost: 0.977 eV
```
